# Second-order two-site uptake against a Langmuir curve fitted at half coverage

## Question

I am working on an exercise about the HF step in atomic layer etching of alumina. HF splits on the surface and needs two empty sites, so the uptake is second order. The exercise says: fit a Langmuir curve to this uptake at half coverage only, and show that it underestimates the exposure needed for 99 percent coverage by a factor of about 15.

I made the two uptake *rates* equal at half coverage and got a factor near 11. What is the fit supposed to match? And why should two curves that agree halfway up differ so much near the top? I would also like to know whether I could trust such a factor when choosing a real pulse length.

## Answer

The fit has to match the coverage, not the rate: both curves start at zero, saturate at one, and pass through one half at the same exposure. With that reading the factor is 14.9. "Langmuir curve" here means first-order uptake in time, not the equilibrium isotherm.

### The two-site law

Let $N$ be the number of site pairs per area, each pair being one Al site (which takes F) and one O site (which takes H). Let $\theta$ be the filled fraction. Equal numbers of both kinds are filled, so $\theta$ is the same for Al and O.

The flux of molecules onto the surface follows from the Maxwell distribution of the velocity component $v$ towards it. With gas density $n=P/k_BT$,

$$F=n\int_0^\infty v\,\sqrt{\frac{m}{2\pi k_BT}}\;e^{-mv^2/2k_BT}\,dv
= n\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi m k_BT}},$$

because $\int_0^\infty v\,e^{-mv^2/2k_BT}dv=k_BT/m$.

A molecule striking the empty surface sticks with probability $s_0$. On a partly filled surface it also needs a free Al site and a free neighbouring O site. If the free sites of the two kinds are randomly mixed, the chance of finding both is $(1-\theta)(1-\theta)$. This is the mean-field assumption, and I return to it below. Each event fills one pair, so without desorption

$$\frac{d\theta}{dt}=k(1-\theta)^2,\qquad k=\frac{s_0F}{N}.$$

Define the reduced exposure $x=\int k\,dt$. At fixed temperature $k$ is proportional to $P$, so $x$ is proportional to $\int P\,dt$, and a pressure that varies during the pulse does no harm. Then $d\theta/dx=(1-\theta)^2$. Separating and integrating from an empty surface gives

$$x=\int_0^\theta\frac{d\theta'}{(1-\theta')^2}=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta},
\qquad \theta=\frac{x}{1+x}.$$

Half coverage is at $x=1$, and 99 percent is at $x=0.99/0.01=99$. The last formula has the algebraic shape of the Langmuir isotherm, but $x$ is an exposure here, not a pressure at equilibrium.

### The Langmuir fit and the ratio

First-order uptake obeys $d\theta/dx=a(1-\theta)$, so

$$\theta=1-e^{-ax},\qquad x=\frac1a\ln\frac{1}{1-\theta}.$$

Passing through $\theta=1/2$ at $x=1$ requires $e^{-a}=1/2$, hence $a=\ln2=0.693$. The fitted curve therefore predicts 99 percent at

$$x_{\rm L}=\frac{\ln100}{\ln2}=6.644,\qquad \frac{99}{6.644}=14.9 .$$

You equated rates instead: $a(1-\tfrac12)=(1-\tfrac12)^2$ gives $a=1/2$ and the ratio $99/(2\ln100)=10.75$. Your algebra is fine, but that curve has coverage $1-e^{-1/2}$ at $x=1$, which is less than one half. It misses the point it was meant to fit. If you instead shifted it to pass through one half at $x=1$ with the same slope, $\theta=1-\tfrac12e^{-(x-1)/2}$, it reaches 99 percent at $x=1+2\ln50=8.82$ and the ratio is 11.2; that curve fails at the other end, with coverage 0.18 at zero exposure.

### Why the curves part near the top

For any target coverage, write $r=\theta/(1-\theta)$, so that $1/(1-\theta)=1+r$. The ratio of true to predicted exposure is

$$R=\frac{r\,\ln2}{\ln(1+r)}.$$

It rises steadily with coverage. To see this, differentiate the inverse factor:

$$\frac{d}{dr}\,\frac{\ln(1+r)}{r}=\frac{1}{r^2}\left[\frac{r}{1+r}-\ln(1+r)\right]<0,$$

since $\ln(1+r)=\int_0^r ds/(1+s)$ and the integrand exceeds $1/(1+r)$ everywhere below the upper limit. The values are:

| Target coverage | $R$ |
|---|---|
| 10 % | 0.73 |
| 50 % | 1 |
| 90 % | 2.7 |
| 99 % | 14.9 |
| 99.9 % | 100 |

Below half coverage the fit *over*estimates the exposure; above it, the error grows without bound. The number 15 belongs to the 99 percent target.

The physical reason lies in the empty fraction. In the two-site law it is $1/(1+x)$; in the Langmuir law it is $e^{-ax}$. Near saturation, cutting the empty fraction tenfold multiplies the total exposure by about ten in the first case, but only adds a fixed amount, $\ln10/a$, in the second. A late molecule in the two-site case must find two rare sites together.

One more data point exposes the difference. At twice the half-coverage exposure, the Langmuir curve gives $1-2^{-2}=3/4$, while the two-site law gives $2/3$. With more data, plot $1/(1-\theta)$ against exposure: the two-site law gives a straight line.

### In seconds and Torr s

Take a flat surface at 523 K under 0.05 Torr of HF, with $N=5$ pairs per nm² and $s_0=0.001$. These are round model parameters. The flux formula gives $F=1.717\times10^5$ per nm² per second, so

$$k=\frac{0.001\times1.717\times10^5}{5}\ {\rm s^{-1}}=34.3\ {\rm s^{-1}}.$$

| | Time | Exposure |
|---|---|---|
| 50 %, both laws | 0.029 s | 0.00146 Torr s |
| 99 %, Langmuir fit | 0.19 s | 0.0097 Torr s |
| 99 %, two-site law | 2.9 s | 0.144 Torr s |

If you stopped at the Langmuir time, the two-site coverage would be $6.644/7.644=0.87$. You would have planned for 1 percent empty pairs and left 13 percent. As long as filled pairs are neither desorbed nor lost to deeper layers, and the empty sites stay randomly mixed, changing $s_0$, $N$ or $P$ rescales all the times together and leaves the ratio alone. If mixing relies on hopping at a finite rate, the ratio depends on that rate compared with $k$, and so on $s_0$, $N$ and $P$.

### When the factor fails

**Fragments that cannot move.** The product $(1-\theta)^2$ needs random mixing. I simulated a square checkerboard of Al and O sites, with 45,000 of each, where HF fills neighbouring pairs and nothing moves afterwards. Uptake stops at a coverage of 0.907, because the remaining empty sites have no empty neighbour. No exposure then gives 99 percent.

The start is slightly *faster* than mean field, with half coverage at $x=0.93$. At low coverage, a given neighbour pair has both its sites filled by the same molecule with probability $\theta/4$, since each Al site has four O neighbours. The chance that both are free is then $1-2\theta+\theta/4$ to first order, larger than the mean-field $1-2\theta$.

If F stays put but the protons are redistributed at random over the O sites after every step of 0.05 in $x$, the simulation reaches 99 percent at $x=102$, against 99 from the formula. The difference is comparable with the scatter expected of a single run. With $n$ empty pairs left, the mean wait for the next event is $N_s/n^2$, where $N_s$ is the number of Al sites. Summing the waits down to $n$ gives a mean near $N_s/n$ and a variance near $N_s^2/(3n^3)$, so the relative scatter is $1/\sqrt{3n}$, about 3 percent for $n=450$. Complete mixing of one fragment is thus enough to restore the two-site law. Real protons hop only between nearby sites, which mixes the empty sites less completely. Slow hopping therefore lengthens the tail, and with no hopping at all 99 percent is never reached.

**Unequal site numbers.** Suppose there are $1+\delta$ O sites per Al site. Take the uptake rate as $k$ times the free Al sites times the free O sites, both counted per Al site, with the same $k$ as before. The sticking probability on the empty surface is then $(1+\delta)s_0$; this choice scales the exposures but not their ratio. So $d\theta/dx=(1-\theta)(1+\delta-\theta)$, where $\theta$ is the filled fraction of Al sites. Partial fractions give

$$x=\frac1\delta\int_0^\theta\left[\frac1{1-\theta'}-\frac1{1+\delta-\theta'}\right]d\theta'
=\frac1\delta\ln\frac{1+\delta-\theta}{(1+\delta)(1-\theta)}.$$

For $\delta=0.05$, half coverage comes at $x=0.930$ and 99 percent at $x=34.9$. A Langmuir curve refitted at the new half-coverage point predicts $0.930\times6.644$ for 99 percent, so the factor falls to 5.6. Once the empty Al fraction is well below $\delta$, the number of free O sites stops falling and stays near $\delta$ per Al site, so the tail becomes exponential.

**Desorption.** If neighbouring F and H recombine and leave, then $d\theta/dx=(1-\theta)^2-\beta\theta^2$ in mean field, with $\beta=\nu e^{-E/k_BT}/k$. Since $dr=d\theta/(1-\theta)^2$, dividing by $(1-\theta)^2$ gives $dr/dx=1-\beta r^2$, and

$$x=\frac{\operatorname{artanh}(\sqrt\beta\,r)}{\sqrt\beta}\approx r\left(1+\frac{\beta r^2}{3}\right)\quad\text{for }\beta r^2\ll1.$$

A target is reached in finite exposure only if $\beta r^2<1$. Here $\nu$ is the attempt frequency per F, with all its O neighbours counted together. With $\nu=10^{13}$ s⁻¹ and the conditions above, a chosen barrier of 2.0 eV lengthens the 99 percent exposure by about 0.005 percent. At 1.76 eV the increase is 1 percent, and below 1.60 eV the target is out of reach.

**Loss into deeper layers.** Suppose a filled pair is freed after a mean lifetime $\tau$, with F moving below the surface and the hydrogen leaving in water. Then $d\theta/dx=(1-\theta)^2-\theta/(k\tau)$. The right side falls as $\theta$ rises, so reaching 99 percent requires it to be positive there:

$$\tau>\frac{0.99}{(0.01)^2\,k}=288\ {\rm s},$$

a hundred times the 2.9 s pulse.

### Can you use it for a real pulse?

The temperature and pressure above are in the rough range used for thermal etching of alumina with HF, and a few site pairs per nm² is a plausible order of magnitude. The value of $s_0$ is only an assumption, so the times in seconds are illustrative. It is also doubtful that uptake ends with the first layer: the HF step is meant to turn oxide into fluoride, and this can go deeper. If at least one further layer converts during a pulse of a few seconds, $\tau$ is far below 288 s, and in the constant-loss model the surface pairs never reach 99 percent. Real surfaces also need not have equal numbers of the two sites, and an excess of just 5 percent of O sites already moves the factor from 14.9 to 5.6. With 5 percent fewer O sites than Al sites, at most 95 percent of the Al sites could be filled.

So use 15 as a warning about extrapolating from half coverage, not as a correction to multiply by. For a real pulse, measure uptake close to the coverage you need. The numerical output below gives the values to more digits.

## Table of computed values

```
Fitted Langmuir constant a (per unit x): 0.6931
Two-site x at 50 percent: 1.000
Two-site x at 99 percent: 99.000
Langmuir x at 99 percent: 6.644
Exposure ratio true/Langmuir at theta=0.1: 0.731
Exposure ratio true/Langmuir at theta=0.5: 1.000
Exposure ratio true/Langmuir at theta=0.9: 2.709
Exposure ratio true/Langmuir at theta=0.99: 14.901
Exposure ratio true/Langmuir at theta=0.999: 100.243
True coverage after Langmuir exposure: 0.8692
Ratio at 99 percent if rates are matched instead: 10.75
HF pressure: 0.05 Torr
Temperature: 523.0 K
HF mass: 20.006 u
Site pairs: 5.0 per nm2
Initial sticking probability: 0.001
HF flux: 1.7171e+05 per nm2 per s
Rate constant k: 34.341 per s
Exposure for 50 percent: 1.4560e-03 Torr s
True exposure for 99 percent: 0.1441 Torr s
Langmuir exposure for 99 percent: 0.00967 Torr s
Time for 50 percent: 0.0291 s
True time for 99 percent: 2.883 s
Langmuir time for 99 percent: 0.1935 s
Al sites in lattice simulation: 45000
Immobile fragments, jamming coverage: 0.907
Immobile fragments, x at 50 percent: 0.927
Fast proton hopping, simulated x at 50 percent: 1.05
Fast proton hopping, simulated x at 99 percent: 102.3
Relative excess of O sites: 0.05
With excess, x at 50 percent: 0.9304
With excess, x at 99 percent: 34.86
With excess, ratio true/Langmuir at 99 percent: 5.64
Desorption prefactor: 1.0e+13 per s
Chosen desorption barrier: 2.0 eV
Extra exposure from desorption: 5.08e-03 percent
Barrier at which desorption adds 1 percent: 1.763 eV
Barrier below which 99 percent is unreachable: 1.604 eV
Shortest pair lifetime allowing 99 percent: 288.3 s
```
